How far a local heating disturbance spreads in a thin wafer

A thermal model of a lamp-heated wafer forces an early choice: how fine the lateral mesh must be, and how much of the wafer around a hot spot must be included. One length guides both choices, and helps decide whether a pyrometer aimed some distance from the spot will notice it. For a thin wafer this length is

L = √(k d/H),

where k is the thermal conductivity, d the thickness and H the total heat-loss coefficient of both faces. A mesh much coarser than L cannot resolve the decay around a hot spot, and a spot smaller than L needs a finer mesh still. A domain that ends within about one L of the spot distorts the result. Below, L is derived first from the heat balance of a thin sheet and then from conduction through the full thickness.

The heat-loss coefficient

The wafer is steady and uniform at temperature T₀ before the disturbance. It is opaque, both faces have emissivity ε, and the surroundings are black walls at T_w, which return none of the wafer's own radiation. A dilute gas arrives at temperature T_g. The net loss per unit wafer area, both faces together, is

F(T) = 2εσ(T⁴ − T_w⁴) + 2g(T − T_g),

with σ the Stefan–Boltzmann constant and g the gas coefficient of one face. The lamps supply a fixed absorbed power q₀ = F(T₀) per area. What resists a small temperature change is the slope of the loss:

H = dF/dT at T₀ = 8εσT₀³ + 2g.

Here ε is constant; its variation is treated later. For a given g, the wall temperature affects q₀ but not H.

To find g, let the mean free path be long, so that molecules reach the wafer straight from the cold surroundings. The number arriving per area and time is n v̄/4. With n = p/(k_B T_g) and v̄ = √(8k_B T_g/(πm)), this is

Γ = p/√(2πm k_B T_g),

where p is the pressure and m the molecular mass. Fast molecules cross a surface more often, so the energy average carries an extra factor of speed v. With w = mv²/(2k_BT), the weight v³ exp(−w) dv is proportional to w exp(−w) dw, and the mean translational energy is

k_BT ∫w² exp(−w) dw / ∫w exp(−w) dw = 2k_BT.

Two classical rotations of a diatomic molecule add k_BT. If molecules leave fully adjusted to the wafer temperature, each removes 3k_B(T − T_g). Hence g = 3k_BΓ.

First derivation: heat balance of a sheet

Take a small piece of wafer, with T nearly uniform through the thickness. The lateral heat current per unit width is −d k∇T. In steady state, heat conducted in plus heat absorbed equals heat lost:

d ∇·(k∇T) + q₀ + δq − F(T) = 0.

Here ∇ acts in the wafer plane and δq is the extra absorbed power per area. Write T = T₀ + θ, with θ small compared with T₀. Then

F(T) = F(T₀) + Hθ + terms of order θ²,
k(T)∇T = k(T₀)∇θ + terms of order θ∇θ.

The slope of k(T) therefore drops out at first order. Since q₀ = F(T₀), what remains is

k d ∇²θ − Hθ + δq = 0.

Where δq = 0, division by k d gives

∇²θ = θ/L², L² = k d/H.

Conduction spreads the heat sideways while the faces drain it. A thicker or better-conducting wafer spreads it farther; a stronger loss confines it.

Let the half-plane x < 0 receive a constant δq. The solutions that stay finite are

θ = δq/H + B exp(x/L) for x < 0,
θ = A exp(−x/L) for x > 0.

Continuity of temperature gives A = δq/H + B. Continuity of heat flow gives −A = B. Subtracting the second equation from the first, 2A = δq/H, so outside the heated region

θ = (δq/(2H)) exp(−x/L).

The excess at the edge is half its value deep inside the heated region, and it falls by a factor e in each length L.

The decay is different around a round spot. If δq is constant for r < a and zero beyond, the radial equation is solved by modified Bessel functions:

θ = δq/H − C I₀(r/L) inside,
θ = D K₀(r/L) outside.

Let u = a/L. Since I₀′ = I₁ and K₀′ = −K₁, matching temperature and slope gives

δq/H − C I₀(u) = D K₀(u),
C I₁(u) = D K₁(u).

Eliminate C and use the identity I₁(u)K₀(u) + I₀(u)K₁(u) = 1/u:

δq/H = D [I₁(u)K₀(u) + I₀(u)K₁(u)]/I₁(u) = D/(u I₁(u)).

Thus D = (δq/H)u I₁(u) and C = (δq/H)u K₁(u). The centre and the outside are

θ(0) = (δq/H)[1 − u K₁(u)],
θ(r) = (δq/H)u I₁(u)K₀(r/L).

The local decay length, θ/(−dθ/dr), is L K₀(r/L)/K₁(r/L). This is shorter than L because the heat also spreads over a growing circumference. For s = r/L large, K₀/K₁ ≈ 1 − 1/(2s), so the local length approaches L from below. For a spot, L is the asymptotic decay length, not the distance at which the temperature has fallen to 1/e of its peak.

For L to set the decay, the source must end or at least fall off faster than exp(−x/L), as a Gaussian beam does. Suppose δq = Q exp(−x/b) over a long range with b > L. Substituting θ = Θ exp(−x/b) gives (k d/b² − H)Θ + Q = 0, or

Θ = Q/[H(1 − L²/b²)].

This part of the temperature decays over b and not over L. A lamp pattern much broader than L is followed by the wafer. For a sinusoidal pattern of period λ, the same substitution gives the amplitude factor 1/[1 + (2πL/λ)²], so conduction still removes half the variation at λ = 2πL, about six decay lengths.

Second derivation: conduction through the full thickness

Now drop the assumption of uniform temperature across the thickness. Let φ(x,z) be the excess temperature for 0 < z < d, with constant k, beyond a source that is uniform along y. Heat conduction and the two face losses require

φ_xx + φ_zz = 0,
k φ_z = h₁φ at z = 0,
−k φ_z = h₂φ at z = d,

where subscripts x and z denote derivatives and h₁ + h₂ = H. The signs say that a hot face loses heat outward. Try φ = Z(z)exp(−μx). Then Z″ = −μ²Z, so

Z = cos μz + c sin μz.

The first face gives kμc = h₁. The second gives

kμ(sin μd − c cos μd) = h₂(cos μd + c sin μd).

Divide by cos μd and insert c = h₁/(kμ):

kμ tan μd − h₁ = h₂ + (h₁h₂/(kμ)) tan μd.

Collecting the tangent terms,

tan μd = kμ(h₁ + h₂)/(k²μ² − h₁h₂).

This equation does not assume a thin wafer. Set M = μd, b₁ = h₁d/k, b₂ = h₂d/k and β = b₁ + b₂ = Hd/k. It becomes

tan M = Mβ/(M² − b₁b₂).

The number β compares the resistance to conduction across the wafer with the resistance to heat loss. For β much less than 1 the smallest root M is small, so tan M ≈ M(1 + M²/3) and

(1 + M²/3)(M² − b₁b₂) = β.

At leading order M² = β, so μ² = H/(k d) and the decay length 1/μ is again L. At the next order, replace M⁴ by β² and drop the cubic term b₁b₂M²/3:

M² = β + b₁b₂ − β²/3.

Taking d/M and expanding the inverse square root,

1/μ = L[1 + β/6 − b₁b₂/(2β)].

For equal faces b₁b₂ = β²/4, and the bracket is 1 + β/24. If one face loses all the heat, it is 1 + β/6. How the loss is shared between the faces matters only in this small correction.

The other roots lie close to M = nπ, with n = 1, 2, and so on, because the right-hand side of the tangent equation is then small. Their decay lengths are about d/(nπ). These modes thus fall by a factor e or more over a third of the thickness, and beyond a few thicknesses from the source only the slow mode is left.

What each derivation assumes

Both treat the face loss as local: it depends on the temperature at that point of the wafer. Both also keep the original lamp power fixed and treat the wafer as opaque.

The sheet balance assumes in addition that one temperature represents the whole thickness. In return it handles spots of any shape broad compared with d, and before linearization it allows k and F to depend on temperature. It cannot state its own thickness error.

The mode calculation assumes constant k and linear face losses from the start. It does not assume a uniform temperature across the wafer; it shows when that is a good approximation, and supplies the correction. The link is seen by integrating φ_xx + φ_zz = 0 over z. With θ now the thickness average of φ,

k d θ″ = h₁φ(x,0) + h₂φ(x,d).

The sheet balance replaces both face temperatures by θ, which turns the right-hand side into Hθ. In the slow mode the error of this step is of relative order β.

A germanium wafer

Take a germanium wafer of radius 75 mm and thickness 0.5 mm at 900 K, in a cold-wall chamber with 1 mTorr of hydrogen. Walls and arriving gas are at 300 K. Rough values are k = 0.17 W/(cm K) and ε = 0.55. Radiation contributes 9.09 mW/(cm² K) per face and the gas 0.06 mW/(cm² K), so

H = 2(9.09 + 0.06) ≈ 18.3 mW/(cm² K).

With d = 0.05 cm,

L = √(0.17 × 0.05/0.0183) cm ≈ 0.68 cm = 6.8 mm.

This is about 14 thicknesses. The thinness number is β = 0.0054, so the correction β/24 lengthens L by only 0.02%. The next mode across the thickness has a decay length of 0.16 mm.

Let a spot of radius 2 mm absorb an extra 0.2 W. The extra flux is 0.2/(π × 0.2²) = 1.59 W/cm². A very broad region with this flux would warm by δq/H = 87 K in the linear model. The small spot reaches 7.0 K at its centre, because most of its heat escapes sideways. The small-u form of K₁ makes this explicit. With P the spot power and γ = 0.577 Euler's constant,

θ(0) ≈ (P/(2πk d))[ln(2L/a) + 1/2 − γ].

The prefactor is 0.2/(2π × 0.0085) = 3.74 K and the bracket is 1.84, which gives 6.9 K. The peak of a small spot is therefore set mainly by k d, while H enters only through the logarithm.

The excess temperatures away from the centre are:
5 mm: 2.4 K
10 mm: 0.84 K
20 mm: 0.14 K

From 10 to 20 mm a pure exponential would leave 0.84 exp(−10/6.8) ≈ 0.19 K. The actual value is lower because the local decay length is 5.2 mm at 10 mm and 5.9 mm at 20 mm, still short of L. A pyrometer viewing a small area 20 mm away would meet 2% of the peak excess.

The front of the spot is slightly hotter than the back: the 7.0 K above is the average through the thickness, with about 7.15 K at the front and 6.92 K at the back. Away from the spot's edge, the heat entering the front is drained sideways almost evenly through the thickness, so the downward flux falls linearly from δq to nearly zero. Its mean is δq/2, and the difference is

δq d/(2k) = 1.59 × 0.05/(2 × 0.17) ≈ 0.23 K.

Very broad heating gives the same estimate for another reason: half the flux crosses the whole wafer to leave at the back.

Larger disturbances

For finite θ in the straight case, return to the sheet balance outside the source:

d (kθ′)′ = F(T₀ + θ) − F(T₀).

Multiply by kθ′ and integrate from far away, where θ and θ′ vanish:

(d/2)(kθ′)² = ∫₀^θ k[F(T₀ + t) − F(T₀)] dt.

Assume k proportional to 1/T, so k ≈ k₀(1 − θ/T₀), with k₀ = k(T₀). With F″ the second derivative at T₀, the integral through third order is

k₀[Hθ²/2 + (F″/6 − H/(3T₀))θ³].

Divide by (d/2)k₀²(1 − 2θ/T₀):

(θ′)² = (θ²/L²)[1 + (F″/(3H) + 4/(3T₀))θ].

The square root halves the correction. When radiation dominates, F″/H = 3/T₀, and the local decay rate is

−θ′/θ ≈ (1/L)[1 + 7θ/(6T₀)].

A hot disturbance decays faster near its source and a cold one more slowly. At θ = 7.0 K the formula gives a rise of 0.9%, and at 20 K it gives 2.6%. Numerical solution of the nonlinear boundary-value problem gives the same values to these digits. These figures depend on the assumed slope of k. For k proportional to T^(−n), the same steps replace 7/6 by 1/2 + 2n/3. The conductivity of germanium falls more slowly than 1/T near 900 K, with n roughly 0.6, which gives about 0.7% and 2.0%.

The rim and the time scale

An insulated rim at r = R adds a term that makes the slope vanish there:

θ = D[K₀(r/L) + I₀(r/L)K₁(R/L)/I₁(R/L)].

For the centred spot this changes the excess at 20 mm by about one part in ten million. At the rim itself, the identity used earlier makes the ratio to the unbounded-wafer value 1/[S I₁(S)K₀(S)], where S = R/L. For large S this is approximately 2 + L/R = 2.09; the full expression gives 2.10. Heat that would have passed the rim is turned back, and the curvature adds the small amount above two. If the rim surface loses heat with the same coefficient as one face, a finite-volume solution lowers the rim excess by 3.7% relative to the insulated case. For an off-centre spot, an insulated rim acts roughly like a mirror-image spot behind it. With the spot centred one L from the rim, this adds about 0.5 K, or 7%, to the peak; at two L it adds less than 1%.

The profile also needs time to form. A uniform small excess obeys C d dθ/dt = −Hθ, with C the heat capacity per volume, so it relaxes over

τ = C d/H.

With a rough C = 2 J/(cm³ K), τ = 2 × 0.05/0.0183 ≈ 5.5 s. A spot sweeping over a rotating wafer in a much shorter time does not produce the steady profile above.

The real chamber

In the germanium example k, ε and C are rough inputs. Because L varies as √k, a 20% error in k moves L by about 10%. The emissivity matters as well: a smooth, opaque surface with the refractive index 4 used below would have ε ≈ 0.63, and L would be 6.4 mm. The low pressure matters too: with a molecular diameter of roughly 0.27 nm, the mean free path is about 100 mm, much longer than L, so few molecules return to the wafer near the point they left. The gas supplies less than 1% of H in any case. At far higher pressure, or with the wafer on a heated support, heat can return through the gas or support at another point, and this value of H should not be carried over.

A reflector close to the back face, as used in some pyrometer arrangements, breaks the assumption of black surroundings. If its reflectance is ρ and its gap is small compared with L, most of the returned light lands close to where it left. Each round trip leaves a fraction ρ(1 − ε), so the part finally absorbed by the reflector is

ε_b = ε(1 − ρ)[1 + ρ(1 − ε) + …] = ε(1 − ρ)/[1 − ρ(1 − ε)].

For ρ = 0.9 this is 0.055/0.595 = 0.092. With T₀ and the gas coefficients held fixed, L rises from 6.8 to 8.9 mm. Among the effects sized here, this is the largest change in L. It describes the region near the spot: light leaving at grazing angles travels far between the wafer and the reflector, so many L away the excess falls more slowly than this L implies. For a smooth wafer and a mirror-like reflector 1 mm away, the profile built on L = 8.9 mm holds within 4% out to 20 mm from the centre, but the true excess is about 16% higher at 40 mm and 55% higher at 60 mm.

Emissivity may also vary with temperature. For an assumed slope ε′ = 10⁻⁴ per K and fixed lamp absorption, H gains 2ε′σ(T₀⁴ − T_w⁴) and L falls by 1.9%. If the lamp absorptance changes in the same proportion as ε, the extra absorption nearly cancels the extra emission, and L changes by only 0.04%. The cancellation is incomplete because the lamps also supply the small gas loss.

Finally, infrared light can carry heat inside the wafer. Let n_r be the refractive index and κ the absorption coefficient. Light travelling at direction cosine c to the temperature gradient comes on average from a distance 1/κ upstream, so its intensity is

(n_r²σ/π)[T⁴ − (c/κ) dT⁴/dx].

Multiplying by 2πc and integrating from c = −1 to 1 gives a heat flux −k_r dT/dx with

k_r = 16n_r²σT³/(3κ).

For rough values n_r = 4 and κ = 100 cm⁻¹, k_r = 0.0035 W/(cm K), about 2% of k, and L grows by about 1%. This is a diffusion estimate for a wafer only κd = 5 absorption lengths thick. With smooth faces nearly all sideways-travelling light is totally reflected, and the faces change k_r by less than 0.1%; rough faces are not covered. The weaker point is κ itself. At 900 K the gap of germanium is about 0.4 eV and roughly 78% of the thermal radiation lies below it, so opacity rests on free-carrier absorption. At κ = 30 cm⁻¹ the growth of L from k_r would be about 3%, and the normal emissivity of a smooth wafer would drop from 0.64 to 0.54. A cooler, lightly doped wafer can be partly transparent, and the opaque-wafer H does not apply to it. A more transparent wafer would need a radiation calculation in place of a corrected k.
